Coupled Modes and Polarization Catastrophe of a Chain of Polarizable Oscillators

Identical atoms or molecules sit at spacing a on an infinite straight line. Each carries one isotropic charged oscillator: a charge q of mass m, bound by a spring of frequency ω0 to a fixed opposite charge. The oscillators interact as point dipoles through the instantaneous Coulomb field. Charge overlap is left out until part (f) and retardation until part (g); higher multipoles are left out throughout. The algebra is in atomic units (ħ = e = mₑ = 1, and 4πε₀ = 1). The numbers are collected in the numerical output after the text.

**(a) Write the energy of the chain in terms of the dipoles p_j.**

Solution. An oscillator displaced by x has dipole p = qx. A static field F displaces it until mω0²x = qF, so p = αF with

α = q²/(mω0²).

Putting x = p/q into the spring and kinetic energies gives

½mω0²x² = p²/(2α),  ½mẋ² = ṗ²/(2αω0²).

A point dipole p has potential p·r/r³. Minus its gradient is the field [3n(n·p) − p]/r³, where n = r/r. A second dipole p' in this field has energy

U = −p'·field = [p·p' − 3(n·p)(n·p')]/r³.

For dipoles along the line, n·p = p and U = −2pp'/r³. For parallel dipoles across the line, n·p = 0 and U = +pp'/r³. A longitudinal and a transverse component do not couple, so the chain splits into one longitudinal and two identical transverse problems. The longitudinal energy is

H_L = Σ_j [ṗ_j²/(2αω0²) + p_j²/(2α)] − Σ_{i<j} 2p_ip_j/(a³|i−j|³).

For each transverse direction, −2 is replaced by +1.

**(b) Find the normal modes.**

Solution. The longitudinal equation of motion is

p̈_j/(αω0²) = −p_j/α + F_j,  F_j = (2/a³) Σ_{n≥1} (p_{j+n} + p_{j−n})/n³.

Every site is equivalent, so try p_j = P exp(iθj − iωt), where θ = ka is the phase step between neighbours. The two neighbours at distance na together give 2cos(nθ)p_j, hence

F_j = (4/a³) C(θ) p_j,  C(θ) = Σ_{n≥1} cos(nθ)/n³.

The sum converges absolutely, so it does not depend on the order of summation or on how distant ends are treated. Put p̈_j = −ω²p_j, multiply by −αω0², and define the reduced polarizability s = α/a³:

ω_L² = ω0²[1 − 4sC(θ)].

The transverse field is −(2/a³)C(θ)p_j, so

ω_T² = ω0²[1 + 2sC(θ)], twice.

A uniform longitudinal pattern is softened, because each dipole lies in the forward field of its neighbours. A uniform transverse pattern is stiffened.

**(c) As s grows from zero, which mode loses stability first, and at what s?**

Solution. A mode is stable while ω² > 0, so the extrema of C are needed. Two differentiations give

C'(θ) = −Σ sin(nθ)/n²,  C''(θ) = −Σ cos(nθ)/n.

Since Σ zⁿ/n = −ln(1−z) and |1 − exp(iθ)| = 2sin(θ/2), the real part gives

C''(θ) = ln[2sin(θ/2)], 0 < θ ≤ π.

This is negative for θ < π/3 and positive beyond. Since C' vanishes at 0 and at π, it first falls below zero and then climbs back to zero, remaining negative in between. Thus C falls steadily from its maximum C(0) = ζ(3) = 1.2021 to its minimum at π. There the even n contribute ζ(3)/8 and the odd n contribute −7ζ(3)/8:

C(π) = −(3/4)ζ(3).

The longitudinal branch is lowest at θ = 0 and reaches zero when 4sζ(3) = 1. The transverse branch is lowest at θ = π and reaches zero when (3/2)sζ(3) = 1. The two thresholds are

s_c = 1/(4ζ(3)) = 0.2080 (longitudinal),
s_T = 2/(3ζ(3)) = 0.5546 (transverse).

The longitudinal one comes first. Nearest neighbours alone would give C = cos θ and a threshold of 1/4; the more distant neighbours lower it to 0.208.

The static response shows what happens. In a uniform axial field F0, each dipole obeys p = α(F0 + 4ζ(3)p/a³), so

p = αF0/(1 − 4ζ(3)s).

At s_c the neighbours' field sustains the polarization with no applied field. Beyond s_c the quadratic energy has no lower bound, and the model has no ground state. This polarization catastrophe marks the failure of a harmonic point-dipole model. It does not by itself predict a phase of a real material.

**(d) How does the soft mode behave at threshold, and does a finite chain share the threshold?**

Solution. For small θ, C'' ≈ ln θ. Integrating twice with C'(0) = 0 and C(0) = ζ(3) gives

C' ≈ θ ln θ − θ,
C ≈ ζ(3) + ½θ² ln θ − ¾θ².

At s = s_c, where 4s = 1/ζ(3), this becomes

ω_L² ≈ ω0² θ²(3/2 − ln θ)/(2ζ(3)).

The logarithm comes from the 1/r³ range of the coupling; with nearest neighbours alone the frequency would be linear in θ. At θ = 0.05 both this law and the full sum give (ω_L/ω0)² = 0.004675.

For N sites with open ends, the longitudinal stiffness matrix is (1 − 2sM)/α, with M_jl = 1/|j−l|³ off the diagonal and zero on it. If λ_N is the largest eigenvalue of M, the threshold is s_N = 1/(2λ_N).

Extend the normalized top eigenvector by zeros to the infinite chain. Then λ_N is an average of 2C(θ) over the Fourier weight of that vector. A vector of finite length has weight away from θ = 0, so λ_N < 2ζ(3) and s_N > s_c. In the other direction, the constant trial vector gives

λ_N ≥ 2 Σ_{n<N} (1 − n/N)/n³,

which tends to 2ζ(3). Hence s_N tends to s_c from above. Diagonalization gives s_N = 0.5000, 0.2259, 0.2083 and 0.20798 for N = 2, 10, 100 and 1000. A pair needs more than twice the reduced polarizability of a long chain.

**(e) Find the dispersion energy per site, and its value at threshold.**

Solution. Each mode has zero-point energy ω/2. Subtracting that of three isolated oscillators per site gives

E = (ω0/2)⟨√(1−4sC) + 2√(1+2sC) − 3⟩,

where ⟨…⟩ is the average over θ. For small s use √(1+x) = 1 + x/2 − x²/8 + x³/16 − …:

longitudinal, x = −4sC: −2sC − 2s²C² − 4s³C³,
two transverse, x = 2sC: +2sC − s²C² + s³C³.

The linear terms cancel, and the rest add to −3s²C² − 3s³C³. The averages follow from writing C = ½Σ_{n≠0} exp(inθ)/|n|³. A product survives the average only if its integers sum to zero. For two factors this gives

⟨C²⟩ = (1/4)·2ζ(6) = ζ(6)/2.

For three factors, two integers m and n share a sign and the third is −(m+n). There are three places for the third integer and two overall signs, so

⟨C³⟩ = (6/8)T,  T = Σ_{m,n≥1} 1/[mn(m+n)]³ = 0.1362.

Therefore

E = −(3/4)ω0ζ(6)s² − (9/8)ω0Ts³ − …

The first term is the London energy −(3/4)ω0α²/r⁶ summed over the pairs, one pair per site at each distance na. The second is the three-body term, which is attractive for a straight line.

At s_c the square roots remain bounded, so E is finite although the static response diverges. The full average gives −0.0467ω0, against −0.0330ω0 for the pair sum. The pair sum thus misses 29 % of the full energy there.

**(f) Replace the point dipoles by Gaussian ones. Does the uniform longitudinal instability survive?**

Solution. Let the Coulomb potential 1/r in the coupling become

v(r) = erf(r/σ)/r.

For point charges v'' = 2/r³, which is the longitudinal field of a unit dipole, so v''(r) replaces that field. The stiffness of the uniform mode, relative to 1/α, is

K = 1 − α Σ_{n≠0} v''(na).

From erf(x) = (2/√π)(x − x³/3 + …) follows v''(0) = −4/(3√π σ³). Choose the width by

σ³ = 4α/(3√π),

so that αv''(0) = −1. The spring is then wholly the electrostatic restoring force of the smeared dipole on itself. Adding and subtracting the n = 0 term gives

K = 1 + αv''(0) − α Σ_{all n} v''(na) = −α Σ_{all n} v''(na).

Poisson's formula turns this into a sum over G = 2πm/a, with m any integer. In three dimensions v has the transform 4π exp(−k²σ²/4)/k². Its transform along the line follows by integrating over the transverse wave number κ:

ṽ(G) = ∫₀^∞ 2κ dκ exp[−(G²+κ²)σ²/4]/(G²+κ²).

With u = (G²+κ²)σ²/4 this is ∫ du exp(−u)/u from G²σ²/4 to infinity, the exponential integral E₁(G²σ²/4). Two derivatives bring a factor −G², so

K = (α/a) Σ_G G² E₁(G²σ²/4) > 0.

The G = 0 term vanishes, because E₁ diverges there only logarithmically. For this width the uniform mode softens as the spacing shrinks, but it is stable at every spacing.

The result depends on the width. For any σ, K = 1 + αv''(0) + (α/a)Σ_G G²E₁(G²σ²/4), and the sum dies out as a → 0. A narrower cloud has αv''(0) < −1, so the instability returns at small enough spacing.

**(g) How close to the threshold is a single file of water molecules 2.8 Å apart?**

Solution. The spacing is roughly that of hydrogen-bonded neighbours, as in a narrow wetted pore. The molecule has O–H bonds of 0.96 Å and an angle of 104.5°. Hartree–Fock theory in the aug-cc-pVDZ basis gives polarizabilities of 1.09, 1.35 and 1.20 Å³ along the molecular normal, along the H–H direction and along the twofold axis. The mean is α = 1.2105 Å³. The components lie within about 11 % of it, so an isotropic oscillator is a fair first model of the dipole response.

Time-dependent Hartree–Fock gives C6 = 22.50 eV Å⁶. Matching the London form C6 = (3/4)ω0α² fixes the oscillator energy:

ω0 = 4C6/(3α²) = 4 × 22.50/(3 × 1.2105²) = 20.5 eV.

This is an effective energy that reproduces C6, not an absorption line. The reduced polarizability is

s = 1.2105/2.8³ = 0.0551,  s/s_c = 0.0551/0.2080 = 0.265.

In the point-dipole model the file is at about a quarter of the threshold. With α held fixed, the threshold would be reached at

a_c = (4ζ(3)α)^(1/3) = (4 × 1.2021 × 1.2105)^(1/3) = 1.80 Å = 0.180 nm.

The uniform longitudinal mode of the model lies at 20.47 × √(1 − 0.265) = 17.5 eV, which like ω0 is an effective energy and not an absorption line. The model's static axial response is enhanced by 1/(1 − 0.265) = 1.36. Both this factor and the distance from the threshold are for molecules held in place. Their rotation and vibration would add to the static response and are left out.

The pair energy scales as s², so the threshold value from (e) gives

E_pair = −0.0330 × 0.2651² × 20.47 eV = −0.0475 eV per molecule.

The full energy is −0.0485 eV (−4.7 kJ/mol), larger by 2 %. The three-body term supplies −0.0005 eV of the difference, and the higher orders supply about as much again. The fourth order is nearly as large as the third here because nearest neighbours alone give ⟨cos³θ⟩ = 0 but ⟨cos⁴θ⟩ = 3/8. The next term of the square root, −5x⁴/128, then contributes

−(ω0/2)(5/128)(256 + 2×16)(3/8)s⁴ = −2.11ω0s⁴ = −0.0004 eV,

which is most of the remainder.

Real water departs from the model in several ways. The largest one computed here is the permanent dipole μ, 0.417 e Å in Hartree–Fock. If all the dipoles point along the file, the energy per site with induced dipole p is

p²/(2α) − (g/2)(μ+p)²,  g = 4ζ(3)/a³.

Setting the derivative to zero gives p = αg(μ+p), so μ+p = μ/(1−αg). Substitution yields

E_perm = ½μ²(αg² − g)/(1−αg)² = −½gμ²/(1−αg) = −2ζ(3)μ²/[a³(1 − 4ζ(3)s)].

This is −0.37 eV per molecule, nearly eight times the dispersion energy. In the harmonic model it shifts the equilibrium dipoles but leaves the frequencies and s_c unchanged, because a constant μ adds only linear and constant terms to a quadratic energy. The field on each molecule, g(μ+p), is then about 1.8 V/Å. A field of that size changes the polarizability of a real water molecule by a few per cent, which the model leaves out. Molecules in a real file are tilted by their hydrogen bonds, so the aligned value indicates a size and no more.

The other corrections computed here keep the model file well below its threshold at 2.8 Å:

- Electron correlation at the MP2 level raises the mean α to 1.37 Å³ and s/s_c to 0.30. Placing the most polarizable Hartree–Fock axis along the file gives 0.295.
- Gaussian smearing, with σ = 0.97 Å from (f), changes the uniform stiffness at 2.8 Å from 0.735 to 0.736. At 1.80 Å it changes it from zero to 0.25. The critical spacing thus depends on the point-dipole form of the coupling and is not a prediction for water.
- The retardation parameter ω0a/c is 0.03, small for the near neighbours that dominate the energy. At the threshold the mode frequency is zero, so the static field is the right one.
- At 298 K the softest mode energy is about 680 times the thermal energy, so thermal excitation of these modes is negligible.

Exchange repulsion, charge transfer, higher multipoles and the polarization of the pore wall are not computed, nor is the error of the finite basis. At 2.8 Å these short-range effects change the axial response appreciably, and the small Gaussian shift above does not measure them. For two molecules aligned head to tail at this spacing, Hartree–Fock gives only about half the axial enhancement of the point-dipole pair. The ratio 0.265 and the factor 1.36 therefore describe the model file and probably overstate the coupling in real water. Likewise, the −0.0485 eV is the dipole dispersion energy of the model file, not the binding energy of water in a pore.

Calculated quantities

```
zeta(3) = 1.202057
longitudinal threshold s_c = 0.207977
transverse threshold = 0.554605
threshold of open chain, N = 2: 0.500000
threshold of open chain, N = 10: 0.225850
threshold of open chain, N = 100: 0.208347
threshold of open chain, N = 1000: 0.207983
soft mode at s_c, theta = 0.05: (w/w0)^2 direct = 0.004675
  same from small-theta law = 0.004675
triple sum T = 0.136151
energy per site at s_c, full = -0.046740 w0
energy per site at s_c, pair sum = -0.033003 w0
water O-H bond = 0.96 angstrom, angle = 104.5 degrees
alpha_xx: HF = 1.0870, MP2 = 1.2939 angstrom^3
alpha_yy: HF = 1.3467, MP2 = 1.4605 angstrom^3
alpha_zz: HF = 1.1978, MP2 = 1.3453 angstrom^3
  axes: z = twofold axis, x = normal to molecular plane
mean alpha, HF = 1.2105 angstrom^3
mean alpha, MP2 = 1.3666 angstrom^3
C6, time-dependent HF = 22.496 eV angstrom^6
oscillator energy w0 = 20.470 eV
spacing a = 2.80 angstrom
reduced polarizability s = 0.05514
s/s_c = 0.2651
critical spacing = 1.7988 angstrom = 0.17988 nm
axial response alpha_eff/alpha = 1.3608
longitudinal mode, theta = 0: 17.548 eV
longitudinal mode, theta = pi: 22.413 eV
transverse mode, theta = 0: 21.785 eV
transverse mode, theta = pi: 19.426 eV
dispersion energy per molecule, pair sum = -0.04749 eV
dispersion energy per molecule, triple term = -0.00053 eV
dispersion energy per molecule, full = -0.04851 eV = -4.680 kJ/mol
full/pair energy ratio = 1.0214
Neglected effects:
permanent dipole, HF = 0.4166 e angstrom
aligned permanent-dipole energy per molecule = -0.3725 eV
s/s_c with largest HF component = 0.2950
s/s_c with mean MP2 alpha = 0.2993
Gaussian width sigma = 0.9693 angstrom
uniform stiffness at a: point = 0.73486, Gaussian = 0.73647
Gaussian stiffness at critical spacing = 0.25445
retardation parameter w0 a/c = 0.02905
thermal energy at 298 K = 0.02568 eV
softest mode / thermal energy = 683.3
```
